# Thermally averaged Coulomb enhancement of carrier capture by a charged defect, part 2

A carrier (electron or hole) in a semiconductor band meets a defect whose charge $Ze$ has the opposite sign. By what single factor does the Coulomb attraction multiply the rate of direct capture from the band, averaged over the thermal population?

The band is isotropic and parabolic: a carrier of effective mass $m$ and wave vector $\mathbf k$ has energy $E=\hbar^2k^2/(2m)$. The large volume is $V$, the relative permittivity $\varepsilon$, and units are SI. In $kT$, $k$ is Boltzmann's constant and $T$ the temperature; standing alone, $k$ is the wave number. The effective Bohr radius and Rydberg energy are

$$
a = \frac{4\pi\varepsilon_0\varepsilon\hbar^2}{m |Z| e^2}, \qquad
E_R = \frac{\hbar^2}{2 m a^2} = \frac{m Z^2 e^4}{2 (4\pi\varepsilon_0\varepsilon)^2 \hbar^2} .
$$

Capture is treated by the first-order golden rule, with a rate proportional to the squared overlap of the carrier's wave with a coupling confined to a small radius $r_d$. The core potential is left out of the wave. For the same defect without its long-range field, the capture coefficient is $C_0$ (in m³/s), taken to be independent of $E$. With the field it is $C(E)=C_0s(E)$, where $s$ is the ratio of the carrier densities at the defect with and without the field:

$$
s=\frac{y}{1-e^{-y}}, \qquad y=2\pi\sqrt{\frac{E_R}{E}}, \qquad s\approx y\ \text{ for } y\gg1 .
$$

The last form is the strong limit. For a slow carrier it follows from an inner wave of fixed form, set by the bare Coulomb field, which is matched outwards while the local wavelength changes slowly. Near the defect the s wave, scaled to 1 at the origin, is $1-r/a$ to first order in the distance $r$.

For the thermal average, put

$$
\theta=\frac{E_R}{kT}, \qquad x=\frac{E}{kT}, \qquad\text{so that}\qquad y=2\pi\sqrt{\frac{\theta}{x}} .
$$

As a first guess, if every carrier had the energy $kT$, the strong-limit enhancement would be $2\pi\sqrt\theta$. The true prefactor depends on the distribution of energies.

### Count the carriers

Let the carriers be in thermal equilibrium among themselves and nondegenerate, so that the occupation of a state is proportional to $e^{-E/kT}$. Each carrier in state $\mathbf k$ is captured by a given defect at the rate $C(E)/V$. With $N$ carriers in the volume and $n=N/V$, the total rate per defect is

$$
\frac{N}{V}\,\frac{\sum_{\mathbf k}C(E_{\mathbf k})\,e^{-E_{\mathbf k}/kT}}{\sum_{\mathbf k}e^{-E_{\mathbf k}/kT}}
= n\,C_0\,\langle s\rangle .
$$

So the average needed is an average over carriers. It contains no additional factor of velocity, because $C(E)$ is already a rate multiplied by a volume.

The states are uniformly spaced in $\mathbf k$, so their number in a shell is proportional to $k^2dk$. From $k=\sqrt{2mE}/\hbar$ we have $k\,dk=(m/\hbar^2)\,dE$, and therefore $k^2dk\propto\sqrt E\,dE$. The normalization follows from the substitution $x=q^2$:

$$
\int_0^\infty\sqrt x\,e^{-x}dx=2\int_0^\infty q^2e^{-q^2}dq=\frac{\sqrt\pi}{2} .
$$

For any function $f$ of the energy,

$$
\langle f\rangle=\frac{2}{\sqrt\pi}\int_0^\infty f(x)\,\sqrt x\,e^{-x}\,dx .
$$

In the limit of no attraction, $f=s=1$ and the average is 1.

### Strong enhancement

Insert $s\approx2\pi\sqrt{\theta/x}$. The square root in the number of states cancels the one in the enhancement:

$$
\langle s\rangle\approx\frac{2}{\sqrt\pi}\,2\pi\sqrt\theta\int_0^\infty\frac{\sqrt x}{\sqrt x}\,e^{-x}dx
=\frac{4\pi}{\sqrt\pi}\sqrt\theta .
$$

The remaining integral is 1, and $\pi/\sqrt\pi=\sqrt\pi$. This gives

$$
\boxed{\;\langle s\rangle=4\sqrt{\frac{\pi E_R}{kT}}\;}
$$

and the coefficient for direct capture of the thermal population from the band is $C=C_0\langle s\rangle$.

Compared with the first guess, the thermal spread multiplies the result by $2/\sqrt\pi\approx1.13$. This factor depends on the energy chosen for the guess. With the mean carrier energy $3kT/2$, derived below, it would be $\sqrt{6/\pi}\approx1.38$.

If $E_{R1}$ denotes the Rydberg energy for $|Z|=1$, then $E_R=Z^2E_{R1}$ and

$$
\langle s\rangle=4|Z|\sqrt{\frac{\pi E_{R1}}{kT}} .
$$

In the strong limit, doubling the charge doubles the enhancement. It need not double $C$, since a defect in another charge state will in general have another $C_0$.

### Which carriers are captured

The captured carriers are distributed in energy as $\sqrt x\,e^{-x}s(x)$, which in the strong limit is proportional to $e^{-x}$. Their mean energy is

$$
kT\int_0^\infty x\,e^{-x}dx=kT .
$$

The mean over all carriers is $3kT/2$, because $\int_0^\infty x^{3/2}e^{-x}dx=\tfrac32\int_0^\infty x^{1/2}e^{-x}dx$ by partial integration. With a constant $C_0$, the captured carriers therefore have less energy on average than the whole population. The result assumes that collisions restore the thermal distribution faster than capture depletes its slow end.

### How large is the error?

We replaced $s$ by $y$. The difference is

$$
s-y=\frac{y}{1-e^{-y}}-y=\frac{y\,e^{-y}}{1-e^{-y}}=\frac{y}{e^y-1} .
$$

For $y>0$ the series of the exponential gives $e^y-1>y$, so this difference lies between 0 and 1. The same holds for its average:

$$
0<\langle s\rangle-4\sqrt{\pi\theta}<1 .
$$

The strong-limit formula is thus a lower bound for every $\theta$ in this model, and it is never short by more than 1.

When $\theta$ is large the error is far smaller than the bound allows. Let $\Delta$ be the error relative to $4\sqrt{\pi\theta}$. Since $\sqrt x\,y=2\pi\sqrt\theta$ is constant, the prefactors cancel and

$$
\Delta=\int_0^\infty\frac{e^{-x}}{e^y-1}\,dx=\sum_{j=1}^\infty\int_0^\infty e^{-x-jy}\,dx .
$$

Take the term $j=1$ and write its exponent as $-\varphi(x)$, with

$$
\varphi=x+\frac{b}{\sqrt x}, \qquad b=2\pi\sqrt\theta .
$$

The first part suppresses fast carriers, which are rare. The second suppresses slow ones, for which the strong limit is accurate. The error comes from energies in between, where $\varphi$ is smallest:

$$
\varphi'=1-\frac b2x^{-3/2}=0 \quad\Rightarrow\quad x_0=\left(\frac b2\right)^{2/3}=(\pi^2\theta)^{1/3} .
$$

At this point $b=2x_0^{3/2}$, so

$$
\varphi(x_0)=x_0+2x_0=3x_0, \qquad \varphi''(x_0)=\frac34\,b\,x_0^{-5/2}=\frac{3}{2x_0} .
$$

The Gaussian integral around the minimum contributes $\sqrt{2\pi/\varphi''}$, and

$$
\Delta\approx\sqrt{\frac{4\pi x_0}{3}}\;e^{-3x_0} .
$$

The peak has a width of order $\sqrt{x_0}$, small compared with $x_0$ when $\theta$ is large, which justifies the Gaussian form. For the term $j$ the constant $b$ is replaced by $jb$, and the exponent becomes $3j^{2/3}x_0$. The higher terms are therefore exponentially smaller.

At $\theta=10$, numerical quadrature of $\Delta$ gives $4.32\times10^{-6}$, and the estimate gives $4.19\times10^{-6}$. At $\theta=100$ the two values are $6.98\times10^{-13}$ and $6.89\times10^{-13}$.

### The opposite limit

Let $\theta$ tend to zero, which means high temperature or weak attraction. The formula $4\sqrt{\pi\theta}$ tends to zero, although a Coulomb attraction cannot reduce the density at the defect. To find the true behaviour, multiply the numerator and denominator of $s$ by $e^{y/2}$:

$$
s=\frac{y\,e^{y/2}}{2\sinh(y/2)}=\frac y2+h\coth h, \qquad h=\frac y2 .
$$

The last term satisfies $1\le h\coth h\le1+h^2/3$. The lower bound follows from comparing the series of $h\cosh h$ and $\sinh h$ term by term. For the upper bound, expand $(1+h^2/3)\sinh h-h\cosh h$. The coefficient of $h^{2j+1}$ is

$$
\frac{1}{(2j+1)!}\left[1+\frac{2j(2j+1)}{3}-(2j+1)\right]=\frac{4j(j-1)}{3\,(2j+1)!}\ge0 .
$$

Now average. The term $y/2$ gives half of $4\sqrt{\pi\theta}$. For the remainder we need

$$
\left\langle\frac1x\right\rangle=\frac{2}{\sqrt\pi}\int_0^\infty x^{-1/2}e^{-x}dx=\frac{2}{\sqrt\pi}\,\sqrt\pi=2 ,
$$

which gives $\langle h^2\rangle/3=\pi^2\theta\cdot2/3$. Therefore

$$
1+2\sqrt{\pi\theta}\;\le\;\langle s\rangle\;\le\;1+2\sqrt{\pi\theta}+\frac{2\pi^2\theta}{3} .
$$

At $\theta=10^{-4}$ quadrature of the full factor gives 1.0361, while $1+2\sqrt{\pi\theta}=1.0354$. The strong-limit formula gives 0.071, which is useless here.

### A numerical case

Take round model parameters: $m$ equal to 0.3 electron masses, $\varepsilon=10$ and $|Z|=1$. The definitions give $a=1.764$ nm and $E_R=40.82$ meV. At 300 K, $kT=25.85$ meV, so

$$
\theta=\frac{40.82}{25.85}=1.579, \qquad \langle s\rangle\approx4\sqrt{\pi\times1.579}=8.91 .
$$

The single-energy guess would be $2\pi\sqrt{1.579}=7.90$. Quadrature of the full factor over the thermal distribution gives 8.93. An explicit sum over a cubic lattice of momentum states, spaced by 0.05 in units of $\sqrt{2mkT}$, gives 8.92.

Keeping the parameters fixed and changing the temperature gives the following values.

| $T$ (K) | $\theta$ | full average | strong limit |
|---|---|---|---|
| 77 | 6.15 | 17.585 | 17.584 |
| 150 | 3.16 | 12.602 | 12.599 |
| 300 | 1.58 | 8.926 | 8.909 |
| 600 | 0.79 | 6.352 | 6.299 |

Relative to the full average, the strong limit is low by 0.19% at 300 K and by 0.83% at 600 K. At 600 K the thermal energy is larger than $E_R$, yet the formula still works. The reason is the factor $2\pi$ in $y$: at 600 K a carrier of energy $kT$ still has $y=2\pi\sqrt{0.789}=5.58$, and the neglected $e^{-y}$ is about 0.004. Most of the remaining error comes from faster carriers, for which $y$ is smaller. These small percentages measure only the replacement of $s$ by $y$. They say nothing about the accuracy of the band model, of a constant $C_0$, of a pointlike capture region or of leaving out the core potential.

The mean energy of the captured carriers at 300 K, computed with the full factor, is $1.005\,kT$. For $|Z|=2$ the value of $\theta$ is four times larger, and the strong limit gives 17.82, twice the value for $|Z|=1$.

To see what this means for a device, assume $C_0=10^{-15}$ m³/s and a density $N_d=10^{21}$ m⁻³ of defects in the attractive charge state. Then

$$
C=8.91\times10^{-15}\ \text{m}^3/\text{s},
$$

or $8.91\times10^{-9}$ cm³/s. If carriers are captured only directly from the band, re-emission is negligible and the defects remain in this charge state, the carrier lifetime is

$$
\tau=\frac{1}{CN_d}=\frac{1}{8.91\times10^{-15}\times10^{21}}\ \text{s}=112\ \text{ns} .
$$

Without the enhancement it would be 1000 ns.

### From coefficient to cross section

The capture coefficient can be converted to a thermal cross section $\sigma=C/\langle v\rangle$. The speed is $v=\sqrt{2kT/m}\,\sqrt x$, and

$$
\langle\sqrt x\rangle=\frac{2}{\sqrt\pi}\int_0^\infty x\,e^{-x}dx=\frac{2}{\sqrt\pi}, \qquad
\langle v\rangle=\sqrt{\frac{8kT}{\pi m}} .
$$

In the example $\langle v\rangle=1.96\times10^5$ m/s, so $\sigma=8.91\times10^{-15}/(1.96\times10^5)=4.5\times10^{-20}$ m². In the strong limit, if $C_0$ does not depend on temperature, $C$ varies as $T^{-1/2}$ and $\sigma$ as $T^{-1}$. A temperature-dependent $C_0$ multiplies both laws.

### Change the assumption about the reference

The prefactor 4 belongs to a constant $C_0$. Suppose instead that the reference coefficient varies as $E^p$, with $p>-1$. The enhancement of the total rate is then a ratio of weighted averages:

$$
\frac{\langle x^ps\rangle}{\langle x^p\rangle}\approx2\pi\sqrt\theta\,
\frac{\int_0^\infty x^{p}e^{-x}dx}{\int_0^\infty x^{p+1/2}e^{-x}dx}
=2\pi\sqrt\theta\;\frac{\Gamma(p+1)}{\Gamma(p+3/2)} .
$$

For $p=0$ the ratio of gamma functions is $2/\sqrt\pi$, and the boxed result returns. A constant reference cross section means $C_0\propto v$, or $p=1/2$. The ratio is then $\Gamma(3/2)/\Gamma(2)=\sqrt\pi/2$, and the enhancement is $\pi\sqrt{\pi\theta}$. At 300 K in the example this is 7.00 instead of 8.91. The enhancement still varies as $T^{-1/2}$, but its prefactor depends on which reference quantity is held constant. The capture coefficient itself also contains the thermal average of the reference, which varies as $T^p$. For $p=1/2$ the two factors cancel, and in the strong limit $C$ does not depend on temperature.

### Where the result stops holding

**Screening.** Other carriers screen the field beyond some length $\lambda$. The slow-carrier calculation shows what is needed. The inner solution must be that of the bare Coulomb field, which is ensured by $\lambda\gg a$. The local wavelength must also change slowly until the field has died out, which is ensured by $k\lambda\gg1$ for typical thermal carriers. These conditions are sufficient, and somewhat stricter than necessary. At high carrier density these conditions fail, and so does the assumption of a nondegenerate gas.

**Bound states of the Coulomb field.** The average runs over band states only. The attraction also creates hydrogen-like bound states, and a carrier can first fall into one of them and be captured from there. The lowest has energy $-E_R$ and density $1/(\pi a^3)$ at the defect. Suppose it stays in thermal equilibrium with the band and is rarely occupied. Since $\sum_{\mathbf k}e^{-E_{\mathbf k}/kT}=V\,(mkT/2\pi\hbar^2)^{3/2}$ and $2\pi\hbar^2/(mkT)=4\pi\theta a^2$, this state alone would add to $\langle s\rangle$ the amount

$$
\frac{(4\pi\theta a^2)^{3/2}}{\pi a^3}\,e^{\theta}=8\sqrt\pi\,\theta^{3/2}e^{\theta} .
$$

In the example at 300 K this is about 136, far more than the 8.9 from the band. The boxed result therefore describes direct capture. It gives the total rate only if capture through the bound states is negligible, for instance because carriers enter them too slowly.

**Very efficient capture.** Capture cannot remove more carriers than arrive, but the first-order golden rule does not contain this limit. The incoming part of the s wave $\sin(kr)/(kr)$ has amplitude $1/(2kr)$, so its flux through a sphere is $4\pi r^2v/(4k^2r^2)=\pi v/k^2$. The capture cross section therefore cannot exceed $\pi/k^2$. In the strong limit the golden rule gives

$$
\frac{C_0s}{v}=C_0\,\frac{2\pi}{ka}\,\frac{m}{\hbar k}=\frac{2mC_0}{\hbar a}\,\frac{\pi}{k^2},
$$

so the condition $C_0\ll\hbar a/(2m)$ is the same at all energies for which $s\approx y$. It is necessary but not sufficient: strong capture in a very small region also depletes the wave inside that region, and for a uniformly absorbing sphere of radius $r_d$ the first-order rate further requires $C_0$ to be small compared with about $4\hbar r_d/m$. With $r_d=0.3$ nm the example satisfies both conditions by a wide margin. In the example the ceiling at $E=E_R$ is $\pi a^2\approx10^{-17}$ m², more than a hundred times the thermal cross section.

**The capture region.** If $r_d$ is not small compared with $a$ and $1/k$, the density at a single point no longer represents the density the defect samples. The correction begins at relative order $r_d/a$, and higher partial waves can then contribute. For a coupling spread evenly over a sphere of radius $r_d$, the average of $1-r/a$ over the sphere is $1-3r_d/(4a)$, so to first order the rate is multiplied by $1-3r_d/(2a)$. With $r_d=0.3$ nm in the example this is a reduction of about a quarter.

**The core potential.** The core was left out of the carrier's wave, and for a deep defect this can be the largest error. As a model, add a spherical well of radius 0.3 nm to the example and compare the density at the centre with and without the Coulomb field. For a depth of 0.8 eV the ratio stays within 2% of $s$. For a depth of 5.3 eV, enough to bind a level without the Coulomb field, it is only about a fifth of $s$, although the density without the field changes by only about 5% between $ka=0.3$ and $ka=0.8$. The well is a crude picture of a real core, but it shows that the boxed factor is reliable only when the core scatters band carriers weakly.
